**Group averaging of the density from irreducible k points**

The program tests that the weighted density of the irreducible k points, ρ_I, becomes the full-mesh density ρ only after the group average P, the mean over all space-group operations {R|t}. The model is a square lattice of Gaussian wells with two equivalent wells A and B, solved in plane waves at all 16 points of a 4×4 mesh and separately at the 6 irreducible ones. It asserts that the band energy and ∫ρV agree without averaging, while the density does not, and that Pρ_I equals ρ. It also asserts that the disc coefficients c_m, defined by ρ = Σ c_m exp(imφ) around each well, match the full mesh after averaging over atoms with the proper rotations. The output shows a raw density error of 2.8% of the rms density and disc charges of 0.859 and 0.812 electrons, where both should be 0.835. The error stays near 2.2% on the 8×8 and 12×12 meshes. A one-step feedback potential built from ρ_I splits equivalent levels by up to 89 meV, and a second structure with glide reflections shows that the phases exp(−iG·t) are needed.

## Check in Python

```python
"""
Claim under test: the weighted density of irreducible k points, rho_I, is not
the crystal density; the group average P rho_I equals the full-mesh density.
(P rho)(G) = mean over {R|t} of exp(-i G.t) rho(R^-1 G).
In discs around equivalent atoms, rho = sum_m c_m exp(i m phi), and the c_m
must be averaged over atoms after rotation into matching frames.
Model: 2D square lattice, Gaussian wells, plane waves, Hartree atomic units.
Wells are tuples (x, y, depth), x and y in units of the lattice constant.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit

A_LAT, SIGMA, KT, N_EL = 6.0, 0.8, 0.02, 3.0
DEPTH_M, DEPTH_X, R_DISC, LAMBDA = 1.0, 1.5, 1.2, 1.0
GRID, NBANDS, PW_RADIUS = 32, 12, 6
AREA = A_LAT**2
HA_MEV = 1000 * physical_constants["Hartree energy in eV"][0]

C4 = np.array([[0, -1], [1, 0]])
MIRROR = np.array([[1, 0], [0, -1]])
ROTS = [np.linalg.matrix_power(C4, j) for j in range(4)]
OPS = ROTS + [r @ MIRROR for r in ROTS]
OP_NAMES = ["identity", "quarter turn", "half turn", "three-quarter turn",
            "mirror y->-y", "mirror x<->y", "mirror x->-x", "mirror x<->-y"]
X_SITES = np.array([[0.5, 0.0], [0.0, 0.5]])
WELLS = [(0.0, 0.0, DEPTH_M)] + [(x, y, DEPTH_X) for x, y in X_SITES]

freq = np.rint(np.fft.fftfreq(GRID) * GRID).astype(int)
N1, N2 = np.meshgrid(freq, freq, indexing="ij")


def v_fourier(n1, n2, wells):
    """Fourier coefficient of the sum of Gaussian wells at G = 2 pi n / a."""
    g2 = (2 * np.pi / A_LAT)**2 * (n1**2 + n2**2)
    shape = 2 * np.pi * SIGMA**2 / AREA * np.exp(-g2 * SIGMA**2 / 2)
    return -shape * sum(u * np.exp(-2j * np.pi * (n1 * x + n2 * y))
                        for x, y, u in wells)


def diagonalize(k, mesh, wells, extra=None):
    """Lowest bands at k/mesh; cutoff on |k+G| in integer arithmetic."""
    r = np.arange(-PW_RADIUS - 2, PW_RADIUS + 3)
    n = np.array([(i, j) for i in r for j in r])
    q = mesh * n + np.array(k)
    keep = (q**2).sum(axis=1) <= (PW_RADIUS * mesh)**2
    n, q = n[keep], q[keep]
    d1 = n[:, None, 0] - n[None, :, 0]
    d2 = n[:, None, 1] - n[None, :, 1]
    ham = v_fourier(d1, d2, wells)
    if extra is not None:
        ham = ham + (np.fft.fft2(extra) / GRID**2)[d1 % GRID, d2 % GRID]
    kin = 0.5 * (2 * np.pi / (A_LAT * mesh))**2 * (q**2).sum(axis=1)
    e, c = np.linalg.eigh(ham + np.diag(kin))
    return e[:NBANDS], c[:, :NBANDS], n


def solve(kpoints, weights, mesh, wells):
    """Chemical potential, band energy and the density of each k point."""
    data = [diagonalize(k, mesh, wells) for k in kpoints]
    e = np.array([d[0] for d in data])
    w = np.array(weights)

    def excess(mu):
        return 2 * (w @ expit((mu - e) / KT)).sum() - N_EL

    mu = brentq(excess, e.min() - 1, e.max(), xtol=1e-14, rtol=1e-14)
    occ = 2 * expit((mu - e) / KT)
    dens = []
    for (_, c, n), f in zip(data, occ):
        rho = np.zeros((GRID, GRID))
        for band in range(NBANDS):
            box = np.zeros((GRID, GRID), complex)
            box[n[:, 0] % GRID, n[:, 1] % GRID] = c[:, band]
            rho += f[band] * np.abs(np.fft.ifft2(box) * GRID**2)**2 / AREA
        dens.append(rho)
    return mu, (w @ (occ * e)).sum(), np.array(dens)


def full_mesh(mesh):
    ks = [(i, j) for i in range(mesh) for j in range(mesh)]
    return ks, [1 / mesh**2] * mesh**2


def wedge(mesh):
    """Irreducible points 0 <= ky <= kx <= mesh/2 with star weights."""
    ks = [(i, j) for i in range(mesh // 2 + 1) for j in range(i + 1)]
    sizes = [len({tuple((r @ np.array(k)) % mesh) for r in OPS}) for k in ks]
    assert sum(sizes) == mesh**2
    return ks, [s / mesh**2 for s in sizes]


def group_average(rho, shifts):
    """Average in reciprocal space over all {R|t}, t in lattice units."""
    rg = np.fft.fft2(rho) / GRID**2
    out = np.zeros_like(rg)
    for r, t in zip(OPS, shifts):
        inv = r.T
        m1 = inv[0, 0] * N1 + inv[0, 1] * N2
        m2 = inv[1, 0] * N1 + inv[1, 1] * N2
        phase = np.exp(-2j * np.pi * (N1 * t[0] + N2 * t[1]))
        out += phase * rg[m1 % GRID, m2 % GRID] / len(OPS)
    return np.fft.ifft2(out * GRID**2).real


def rotated_on_grid(rho, r):
    """rho(R^-1 r) by moving real-space grid points."""
    i, j = np.indices(rho.shape)
    inv = r.T
    return rho[(inv[0, 0] * i + inv[0, 1] * j) % GRID,
               (inv[1, 0] * i + inv[1, 1] * j) % GRID]


def rel(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


M_LIST = np.arange(-4, 5)
PHI = 2 * np.pi * np.arange(64) / 64


def on_circle(rho, site, radius):
    """Density sampled on a circle by its Fourier series."""
    rg = (np.fft.fft2(rho) / GRID**2).ravel()
    x = site[0] + radius * np.cos(PHI) / A_LAT
    y = site[1] + radius * np.sin(PHI) / A_LAT
    ph = np.exp(2j * np.pi * (np.outer(x, N1.ravel())
                              + np.outer(y, N2.ravel())))
    return (ph @ rg).real


def coefficients(rho):
    """c_m in global axes at the disc edge, one row per X atom."""
    waves = np.exp(-1j * np.outer(PHI, M_LIST)) / len(PHI)
    return np.array([on_circle(rho, s, R_DISC) @ waves for s in X_SITES])


def disc_charges(rho):
    x, w = np.polynomial.legendre.leggauss(12)
    radii, w = R_DISC * (x + 1) / 2, w * R_DISC / 2
    return np.array([sum(wi * 2 * np.pi * ri * on_circle(rho, s, ri).mean()
                         for ri, wi in zip(radii, w)) for s in X_SITES])


def average_discs(c):
    """Group average of disc coefficients with atom exchange and rotation."""
    out = np.zeros_like(c)
    for r in OPS:
        gamma = np.arctan2(r[1, 0], r[0, 0])
        proper = round(np.linalg.det(r)) == 1
        for alpha, site in enumerate(X_SITES):
            source = (r.T @ site) % 1
            beta = int(np.argmin(np.abs(X_SITES - source).sum(axis=1)))
            row = c[beta] if proper else c[beta][::-1]
            out[alpha] += np.exp(-1j * M_LIST * gamma) * row / len(OPS)
    return out


# Full mesh against irreducible wedge
MESH = 4
no_shift = [(0, 0)] * 8
k_full, w_full = full_mesh(MESH)
k_irr, w_irr = wedge(MESH)
mu_f, e_f, d_f = solve(k_full, w_full, MESH, WELLS)
mu_i, e_i, d_i = solve(k_irr, w_irr, MESH, WELLS)
rho_f = np.tensordot(w_full, d_f, 1)
rho_i = np.tensordot(w_irr, d_i, 1)
rho_s = group_average(rho_i, no_shift)
assert abs(mu_f - mu_i) < 1e-10 and abs(e_f - e_i) < 1e-10
assert abs(rho_i.mean() * AREA - N_EL) < 1e-10
assert rel(rho_s, rho_f) < 1e-9
assert rel(rho_i, rho_f) > 1e-3

# Which operations survive in each density
broken = [rel(rotated_on_grid(rho_i, r), rho_i) for r in OPS]
for name, r, b in zip(OP_NAMES, OPS, broken):
    assert rel(rotated_on_grid(rho_f, r), rho_f) < 1e-9
    if name in ("identity", "half turn"):
        assert b < 1e-9
    else:
        assert b > 1e-4

# Linear and quadratic integrals
vg = v_fourier(N1, N2, WELLS)


def potential_energy(rho):
    return AREA * np.sum(np.conj(np.fft.fft2(rho) / GRID**2) * vg).real


def square_integral(rho):
    return AREA * np.mean(rho**2)


pot_f, pot_i = potential_energy(rho_f), potential_energy(rho_i)
sq_f, sq_i = square_integral(rho_f), square_integral(rho_i)
assert abs(pot_f - pot_i) < 1e-9
assert abs(sq_i - sq_f - square_integral(rho_i - rho_f)) < 1e-10

# Disc charges, also for each irreducible k point
q_f, q_i = disc_charges(rho_f), disc_charges(rho_i)
assert abs(q_f[0] - q_f[1]) < 1e-9 and abs(q_i[0] - q_i[1]) > 1e-4
assert abs(q_i.mean() - q_f[0]) < 1e-9
q_k = [disc_charges(d) for d in d_i]
for k, q in zip(k_irr, q_k):
    if k[0] == k[1]:
        assert abs(q[0] - q[1]) < 1e-9

# Mirrored wedge: opposite error, same average
_, _, d_m = solve([(k[1], k[0]) for k in k_irr], w_irr, MESH, WELLS)
rho_m = np.tensordot(w_irr, d_m, 1)
q_m = disc_charges(rho_m)
assert np.allclose(q_m, q_i[::-1], atol=1e-9)
assert rel(group_average(rho_m, no_shift), rho_f) < 1e-9

# Angular coefficients in the discs
c_f, c_i = coefficients(rho_f), coefficients(rho_i)
assert np.allclose(average_discs(c_i), c_f, atol=1e-9)
cos2_f, cos2_i = 2 * c_f[:, 6].real, 2 * c_i[:, 6].real
sin2_f, sin2_i = -2 * c_f[:, 6].imag, -2 * c_i[:, 6].imag
cos4_f, cos4_i = 2 * c_f[:, 8].real, 2 * c_i[:, 8].real
local_mean = (cos2_i[0] - cos2_i[1]) / 2
global_mean = (cos2_i[0] + cos2_i[1]) / 2
assert abs(local_mean - cos2_f[0]) < 1e-9
assert abs(cos4_i.mean() - cos4_f[0]) < 1e-9
assert abs(cos2_f.sum()) < 1e-9 and np.abs(sin2_f).max() < 1e-9
assert abs(global_mean - cos2_f[0]) > 1e-5

# One feedback step with potential LAMBDA * rho at two equivalent k points
splits = []
for rho in (rho_i, rho_s):
    ea = diagonalize((1, 0), MESH, WELLS, LAMBDA * rho)[0][:3]
    eb = diagonalize((0, 1), MESH, WELLS, LAMBDA * rho)[0][:3]
    splits.append(np.abs(ea - eb).max())
assert splits[0] > 1e-5 and splits[1] < 1e-9

# Denser meshes do not remove the error
dense = []
for mesh in (4, 8, 12):
    ks, ws = wedge(mesh)
    raw = np.tensordot(ws, solve(ks, ws, mesh, WELLS)[2], 1)
    qa, qb = disc_charges(raw)
    dense.append((mesh, len(ks), rel(raw, group_average(raw, no_shift)),
                  qa - qb))
assert min(row[2] for row in dense) > 1e-3

# Structure with glide reflections: phases are needed
s = 0.15
GLIDE = [(s, s + .5, DEPTH_X), (-s, .5 - s, DEPTH_X),
         (.5 - s, s, DEPTH_X), (.5 + s, -s, DEPTH_X)]
glide_shift = [(0, 0)] * 4 + [(0.5, 0.5)] * 4
g_full = np.tensordot(w_full, solve(k_full, w_full, MESH, GLIDE)[2], 1)
g_irr = np.tensordot(w_irr, solve(k_irr, w_irr, MESH, GLIDE)[2], 1)
err_phase = rel(group_average(g_irr, glide_shift), g_full)
err_plain = rel(group_average(g_irr, no_shift), g_full)
assert err_phase < 1e-9 and err_plain > 1e-3

# Report
print(f"lattice constant {A_LAT} bohr, well width sigma {SIGMA} bohr")
print(f"well depths M {DEPTH_M}, X {DEPTH_X} hartree; kT {KT} hartree")
print(f"electrons per cell {N_EL}, disc radius {R_DISC} bohr")
print(f"k points: full {len(k_full)}, irreducible {len(k_irr)}")
print(f"chemical potential full, irreducible: {mu_f:.6f} {mu_i:.6f} hartree")
print(f"band energy full, irreducible: {e_f:.6f} {e_i:.6f} hartree")
print(f"relative rms error of raw density: {rel(rho_i, rho_f):.5f}")
print(f"relative rms error after averaging: {rel(rho_s, rho_f):.1e}")
print("relative rms change of raw density under each operation:")
for name, b in zip(OP_NAMES, broken):
    print(f"  {name}: {b:.5f}")
print(f"integral rho V full, raw: {pot_f:.6f} {pot_i:.6f} hartree")
print(f"integral rho^2 full, raw: {sq_f:.6f} {sq_i:.6f} bohr^-2")
print("Fourier coefficients rho(G), bohr^-2: raw, averaged, full mesh")
for n in ((1, 0), (0, 1), (1, 1), (1, -1)):
    vals = [(np.fft.fft2(x) / GRID**2)[n].real for x in (rho_i, rho_s, rho_f)]
    print(f"  n={n}: " + " ".join(f"{v:.6f}" for v in vals))
print("k (units 2pi/4a), weight, disc charges A and B (electrons):")
for k, w, q in zip(k_irr, w_irr, q_k):
    print(f"  {k} {w:.4f} {q[0]:.5f} {q[1]:.5f}")
print(f"disc charges A, B raw: {q_i[0]:.5f} {q_i[1]:.5f} electrons")
print(f"disc charges A, B mirrored wedge: {q_m[0]:.5f} {q_m[1]:.5f} electrons")
print(f"disc charges A, B full mesh: {q_f[0]:.5f} {q_f[1]:.5f} electrons")
print("disc-edge coefficients in global axes, A and B, bohr^-2:")
for lab, raw, ful in (("cos2", cos2_i, cos2_f), ("sin2", sin2_i, sin2_f),
                      ("cos4", cos4_i, cos4_f)):
    print(f"  {lab} raw {raw[0]:.6f} {raw[1]:.6f}"
          f" full {ful[0]:.6f} {ful[1]:.6f}")
print(f"cos2 mean in rotated frames: {local_mean:.6f} bohr^-2")
print(f"cos2 mean in global axes: {global_mean:.6f} bohr^-2")
print(f"feedback strength lambda: {LAMBDA} hartree bohr^2")
print(f"largest false splitting, lowest 3 bands, k=(1,0) and (0,1): "
      f"{splits[0]:.6f} hartree = {splits[0] * HA_MEV:.2f} meV")
print(f"same splitting with averaged density: {splits[1]:.1e} hartree")
print("mesh, irreducible points, raw rms error, charge A-B (electrons):")
for mesh, nk, err, gap in dense:
    print(f"  {mesh}x{mesh} {nk} {err:.5f} {gap:.5f}")
print(f"glide structure, position parameter {s}: relative rms error")
print(f"  with phases {err_phase:.1e}, without phases {err_plain:.5f}")
print("finished without a failed check")
```

Printed output:

```
lattice constant 6.0 bohr, well width sigma 0.8 bohr
well depths M 1.0, X 1.5 hartree; kT 0.02 hartree
electrons per cell 3.0, disc radius 1.2 bohr
k points: full 16, irreducible 6
chemical potential full, irreducible: -0.369388 -0.369388 hartree
band energy full, irreducible: -1.371198 -1.371198 hartree
relative rms error of raw density: 0.02770
relative rms error after averaging: 1.2e-15
relative rms change of raw density under each operation:
  identity: 0.00000
  quarter turn: 0.05537
  half turn: 0.00000
  three-quarter turn: 0.05537
  mirror y->-y: 0.00166
  mirror x<->y: 0.05535
  mirror x->-x: 0.00166
  mirror x<->-y: 0.05535
integral rho V full, raw: -2.183738 -2.183738 hartree
integral rho^2 full, raw: 0.427846 0.428174 bohr^-2
Fourier coefficients rho(G), bohr^-2: raw, averaged, full mesh
  n=(1, 0): 0.006092 0.007302 0.007302
  n=(0, 1): 0.008511 0.007302 0.007302
  n=(1, 1): -0.028518 -0.028561 -0.028561
  n=(1, -1): -0.028604 -0.028561 -0.028561
k (units 2pi/4a), weight, disc charges A and B (electrons):
  (0, 0) 0.0625 0.48191 0.48191
  (1, 0) 0.2500 0.58312 0.62754
  (1, 1) 0.2500 0.72656 0.72656
  (2, 0) 0.1250 1.16461 0.95836
  (2, 1) 0.2500 1.14872 1.02147
  (2, 2) 0.0625 1.09277 1.09277
disc charges A, B raw: 0.85859 0.81211 electrons
disc charges A, B mirrored wedge: 0.81211 0.85859 electrons
disc charges A, B full mesh: 0.83535 0.83535 electrons
disc-edge coefficients in global axes, A and B, bohr^-2:
  cos2 raw 0.012115 -0.014779 full 0.013447 -0.013447
  sin2 raw 0.000126 0.000126 full -0.000000 -0.000000
  cos4 raw 0.000930 0.001168 full 0.001049 0.001049
cos2 mean in rotated frames: 0.013447 bohr^-2
cos2 mean in global axes: -0.001332 bohr^-2
feedback strength lambda: 1.0 hartree bohr^2
largest false splitting, lowest 3 bands, k=(1,0) and (0,1): 0.003268 hartree = 88.91 meV
same splitting with averaged density: 1.5e-15 hartree
mesh, irreducible points, raw rms error, charge A-B (electrons):
  4x4 6 0.02770 0.04649
  8x8 15 0.02208 0.03494
  12x12 28 0.02211 0.03478
glide structure, position parameter 0.15: relative rms error
  with phases 2.5e-15, without phases 0.24135
finished without a failed check
```
